# Negative effective repulsion from linear coupling to a relaxing mode

## What dimensions and symmetry fix

Take a localized level that can hold \(n=0\), 1 or 2 electrons. Two electrons on it repel with energy \(U\) when the nuclei are held still. The electrons also push on a nuclear displacement \(Q\) with a force \(g\) per electron, and a spring of stiffness \(K\) resists. The question is what repulsion remains once the nuclei have relaxed in every charge state.

The force \(g\) is an energy per length and \(K\) is an energy per length squared. The one combination of the two that is an energy is \(g^2/K\). It is even in \(g\), as it must be: replacing \(Q\) by \(-Q\) reverses the sign of \(g\) and changes no energy. With \(n\) electrons the force is \(ng\), so the relaxation energy must be

\[
-c\,\frac{(ng)^2}{K}=-c\,n^2\frac{g^2}{K},
\]

with \(c\) a positive number. Repulsion is measured by the second difference of the energy in \(n\), and the second difference of \(n^2\) is \(2^2+0^2-2\cdot1^2=2\). Hence

\[
U_{\rm eff}=U-2c\,\frac{g^2}{K}.
\]

Only \(c\) is left to calculate. The argument treats the nuclei classically; a quantum oscillator brings in a further energy, \(\hbar\omega\), which is dealt with below.

## One electron, then two

Let \(Q=0\) be the relaxed geometry of the empty level, and let \(\varepsilon\) be the level energy at that geometry. Positive \(g\) means that an electron pulls the mode toward positive \(Q\). For one electron

\[
E(1,Q)=\varepsilon-gQ+\tfrac12KQ^2 .
\]

The derivative \(-g+KQ\) vanishes at \(Q_1=g/K\). There the coupling gives \(-g^2/K\) and the spring costs \(+g^2/(2K)\), so

\[
E_1=\varepsilon-\frac{g^2}{2K}.
\]

Thus \(c=\tfrac12\): half of the energy gained from the coupling is stored in the spring.

For general occupation, assume that the coupling is linear in \(n\) and that \(K\) is the same in all three charge states:

\[
E(n,Q)=\varepsilon n+\frac U2n(n-1)-gnQ+\frac12KQ^2 .
\]

The factor \(n(n-1)/2\) counts electron pairs: 0, 0 and 1. Completing the square,

\[
\frac12KQ^2-gnQ=\frac K2\left(Q-\frac{ng}{K}\right)^2-\frac{n^2g^2}{2K},
\]

so the minimum lies at \(Q_n=ng/K\), with energy

\[
E_n=\varepsilon n+\frac U2n(n-1)-\frac{n^2g^2}{2K}.
\]

The three relaxed energies are

\[
E_0=0,\qquad E_1=\varepsilon-\frac{g^2}{2K},\qquad
E_2=2\varepsilon+U-\frac{2g^2}{K}.
\]

The relaxed repulsion is the cost of turning two singly occupied centres into one empty and one doubly occupied centre, far apart:

\[
U_{\rm eff}=E_2+E_0-2E_1
=U-\frac{2g^2}{K}+\frac{g^2}{K}
=U-\frac{g^2}{K}.
\]

The level energy cancels because it is linear in \(n\). The doubly occupied centre relaxes by four times as much as a singly occupied one, while two singly occupied centres together relax by twice as much. The surplus is two units of \(g^2/(2K)\).

In the limits \(g\to0\) or \(K\to\infty\) the nuclei do not respond and \(U_{\rm eff}\to U\). The sign is negative if and only if

\[
\frac{g^2}{K}>U,\qquad\text{that is}\qquad |g|>\sqrt{UK}\quad(U>0).
\]

Linear coupling therefore permits a negative repulsion but does not ensure it.

## What has not changed: the vertical repulsion

At fixed \(Q\) the second difference is

\[
E(2,Q)+E(0,Q)-2E(1,Q)=U,
\]

since the term in \(gQ\) is linear in \(n\) and the spring term is independent of \(n\). The frozen-nuclei repulsion is still \(U\). What becomes negative is the difference of relaxed energies, which governs equilibrium. A fast optical process and a slow change of charge therefore probe different energies.

Removing an electron suddenly from the relaxed doubly occupied centre shows this. At \(Q_2=2g/K\),

\[
E(1,Q_2)-E(2,Q_2)=-(\varepsilon+U)+gQ_2
=-\left(\varepsilon+U-\frac{2g^2}{K}\right).
\]

The final energy of the removed electron has to be added. After relaxation the centre's energy changes by \(E_1-E_2=-(\varepsilon+U-3g^2/2K)\), which is lower by \(g^2/(2K)\).

## Quantum nuclei

Give the mode a mass \(M\) and momentum \(P\), and keep the level isolated, so that \(n\) is conserved. For each \(n\),

\[
H_n=\varepsilon n+\frac U2n(n-1)+\frac{P^2}{2M}+\frac K2Q^2-gnQ .
\]

Put \(Q=ng/K+x\). A constant shift leaves \(P\) and the commutator unchanged, and the same completed square gives

\[
H_n=E_n+\frac{P^2}{2M}+\frac K2x^2 .
\]

The levels are \(E_n+\hbar\omega(m+\tfrac12)\), with \(\omega=\sqrt{K/M}\) and \(m=0,1,2,\ldots\). The zero-point energy is the same for each \(n\), and its second difference is \(\tfrac12\hbar\omega(1+1-2)=0\). Within this model \(U-g^2/K\) thus holds for any nuclear mass. If electrons can hop off the level, \(n\) is no longer conserved and the ratio of hopping to phonon energy begins to matter.

The vertical energy also survives as an average. In the ground state of \(H_2\) the mean of \(Q\) is \(2g/K\), and \(H_1-H_2=-(\varepsilon+U)+gQ\), so the mean energy change on sudden removal is the classical expression above.

## Several modes

Let \(\mathbf Q\) be a vector of displacements, \(\mathbf g\) the forces per electron and \(\mathbf K\) a symmetric, positive definite stiffness matrix. Setting the gradient of \(-n\mathbf g^{\mathsf T}\mathbf Q+\tfrac12\mathbf Q^{\mathsf T}\mathbf K\mathbf Q\) to zero gives \(\mathbf Q_n=n\mathbf K^{-1}\mathbf g\). Substitution gives

\[
-n^2\mathbf g^{\mathsf T}\mathbf K^{-1}\mathbf g
+\tfrac12n^2\mathbf g^{\mathsf T}\mathbf K^{-1}\mathbf g
=-\tfrac12n^2\mathbf g^{\mathsf T}\mathbf K^{-1}\mathbf g,
\]

and therefore

\[
U_{\rm eff}=U-\mathbf g^{\mathsf T}\mathbf K^{-1}\mathbf g .
\]

For independent modes this is \(U-\sum_i g_i^2/K_i\). Each coupled mode lowers the relaxed repulsion further.

Symmetry decides which modes take part. The density of a spatially nondegenerate level is unchanged by the symmetry operations of the site, so it exerts no first-order force along a mode that reverses under one of them. A planar site with mirror symmetry has \(g=0\) for out-of-plane motion. A degenerate level needs more than the single number \(n\) and is outside this treatment.

## Charge states and the Fermi level

Let the empty centre have charge \(+1\). The states \(n=0,1,2\) are then \(D^+\), \(D^0\) and \(D^-\). With electrons supplied at Fermi level \(\mu\), the stable state has the lowest \(E_n-n\mu\). Equating neighbouring states gives the charge levels

\[
\varepsilon(+/0)=E_1-E_0=\varepsilon-\frac{g^2}{2K},
\]

\[
\varepsilon(0/-)=E_2-E_1=\varepsilon+U-\frac{3g^2}{2K}.
\]

For \(D^0\) to be stable, \(\mu\) must lie above the first and below the second. The width of that window is

\[
\varepsilon(0/-)-\varepsilon(+/0)=U-\frac{g^2}{K}=U_{\rm eff}.
\]

If \(U_{\rm eff}<0\), the order is inverted and no such \(\mu\) exists. The centre passes directly from \(D^+\) to \(D^-\) where \(E_0=E_2-2\mu\):

\[
\varepsilon(+/-)=\frac{E_2-E_0}{2}=\varepsilon+\frac U2-\frac{g^2}{K}.
\]

At this Fermi level \(D^0\) lies above the two charged states by \(E_1-E_2/2=-U_{\rm eff}/2\).

## How two neutral centres exchange an electron

Let two distant neutral centres have displacements \(a\) and \(b\), and let an electron pass from the second to the first. The energies before and after are

\[
W_{00}=2\varepsilon-g(a+b)+\tfrac K2(a^2+b^2),
\]

\[
W_{-+}=2\varepsilon+U-2ga+\tfrac K2(a^2+b^2).
\]

Their difference is \(W_{-+}-W_{00}=U-g(a-b)\). At the relaxed neutral geometry \(a=b=g/K\), the transfer costs \(U\). The surfaces cross where \(a-b=U/g\). Writing \(a=g/K+s\) and \(b=g/K+t\), the energy above the neutral minimum is \(\tfrac K2(s^2+t^2)\), with \(s-t=U/g\). For a fixed difference the sum of squares is least at \(s=-t=U/(2g)\), so the classical barrier is

\[
B=\frac K2\cdot2\left(\frac{U}{2g}\right)^2=\frac{KU^2}{4g^2}.
\]

This holds if the crossing lies between the two minima, at \(a-b=0\) and \(a-b=2g/K\), which requires \(0<U<2g^2/K\). A centre with \(U>0\) and \(U_{\rm eff}<0\) satisfies it. The two neutral centres are then metastable: disproportionation releases energy but first needs a distortion. The barrier says nothing about how easily the electron tunnels between the sites, which also limits the rate.

## Finite temperature

The vibrational partition function is common to the three states and cancels. \(D^0\) has two spin states, so the weights are

\[
w_0=1,\qquad w_1=2e^{-(E_1-\mu)/k_BT},\qquad
w_2=e^{-(E_2-2\mu)/k_BT}.
\]

The neutral fraction is \(p_0=1/[1+(w_0+w_2)/w_1]\), where

\[
\frac{w_0+w_2}{w_1}=\frac12\left[e^{(E_1-\mu)/k_BT}
+e^{-(E_2-E_1-\mu)/k_BT}\right].
\]

The product of the two exponentials is \(e^{-(E_2-2E_1)/k_BT}=e^{-U_{\rm eff}/k_BT}\), independent of \(\mu\). Two positive numbers with a fixed product have the least sum when they are equal. That happens at \(\mu=E_2/2=\varepsilon(+/-)\), and the largest neutral fraction is

\[
p_0^{\max}=\frac{1}{1+e^{-U_{\rm eff}/(2k_BT)}} .
\]

For negative \(U_{\rm eff}\) it vanishes as \(T\to0\). At high temperature it tends to \(\tfrac12\), because two of the four electronic states are neutral.

## A dangling bond in a nitride cap

Silicon nitride serves as a cap and etch-stop layer between interconnect levels. Consider a silicon dangling bond in it, with the silicon atom moving along the bond axis. Its three neighbours are assumed to hold it out of their plane even when the level is empty. If the empty centre could relax to a symmetric plane, the linear coupling at \(Q=0\) would vanish and this model would not apply. The following values are assumed for illustration and are neither measured nor calculated for a particular film: \(U=0.5\) eV, \(g=20\) eV/nm, \(K=500\) eV/nm², \(\varepsilon=3.1\) eV above the valence edge, a gap of 5 eV and a mode mass of 28 u. The phonon quantum is then 27 meV.

The relaxation term and the relaxed repulsion are

\[
\frac{g^2}{K}=\frac{400}{500}=0.80\ \text{eV},\qquad
U_{\rm eff}=0.50-0.80=-0.30\ \text{eV}.
\]

The coupling exceeds the critical value \(\sqrt{UK}=15.8\) eV/nm. Diagonalizing \(H_n\) in 300 states of the undisplaced oscillator also gives \(-0.3000\) eV.

The displacements are 0, 0.04 and 0.08 nm, and the relaxed energies 0, 2.70 and 5.10 eV. The charge levels follow as

\[
\varepsilon(+/0)=2.70,\qquad
\varepsilon(0/-)=5.10-2.70=2.40,\qquad
\varepsilon(+/-)=2.55\ \text{eV}.
\]

The order is inverted. For contrast, reduce \(g\) to 12.25 eV/nm with \(U\) and \(K\) held fixed. Then \(g^2/K=0.30\) eV, and a scan of the Fermi level finds \(D^0\) stable over a window of 0.20 eV, equal to \(U_{\rm eff}\).

Back at \(g=20\) eV/nm, transfer between two frozen neutral centres costs 0.50 eV, while the classical barrier with distortion is \(500\times0.25/(4\times400)=0.078\) eV. The largest equilibrium neutral fraction is 0.30% at 300 K and 7.0% at 673 K, a temperature representative of interconnect processing. Since \(D^0\) carries the unpaired spin, few of these centres would be paramagnetic in equilibrium.

## How firm is the negative sign?

**Stiffness.** Let \(K_n=K(1+n\delta)\), with the force at \(Q=0\) still equal to \(ng\). Minimizing each charge state with its own stiffness gives

\[
U_{\rm eff}=U+\frac{g^2}{K_1}-\frac{2g^2}{K_2}
=U-\frac{g^2}{K}\,\frac{1}{(1+\delta)(1+2\delta)},
\]

because \(2(1+\delta)-(1+2\delta)=1\). The zero-point energies no longer cancel and add

\[
\frac{\hbar\omega}{2}\left(\sqrt{1+2\delta}+1-2\sqrt{1+\delta}\right).
\]

Softening by 10% per electron gives \(-0.61\) eV and stiffening by 10% gives \(-0.11\) eV; the zero-point part is below 0.1 meV in size. The sign changes when \((1+\delta)(1+2\delta)=g^2/(KU)=1.6\). Stiffening by 20% gives \(1.2\times1.4=1.68\), already enough to make the repulsion positive.

**Anharmonicity.** At \(Q_2\) the spring energy is \(\tfrac12\times500\times0.08^2=1.6\) eV. Add a cubic term equal to \(\pm10\%\) of it there, or \(\pm0.16\) eV. At half the displacement it is eight times smaller, \(\pm0.02\) eV, so the first-order change of \(U_{\rm eff}\) is \(\pm(0.16-2\times0.02)=\pm0.12\) eV. Letting the geometries readjust gives \(-0.20\) eV for the positive sign and \(-0.47\) eV for the negative. These values belong to the local minima near the harmonic geometries; a cubic potential has no lower bound, so it can be used only there. The size of 10% is arbitrary: at \(-1/6\) the \(D^-\) minimum disappears, and at about \(+57\%\) the repulsion turns positive. Large anharmonicity is plausible, because 0.08 nm exceeds the distance of about 0.06 nm that takes a silicon atom with 0.17 nm bonds from a planar to a tetrahedral site.

**Field.** Suppose the whole charge \((1-n)e\) moves with the mode in a field \(F\) along \(Q\). The added energy is \(-(1-n)eFQ\), and the terms linear in \(Q\) become \(-[(g-eF)n+eF]Q\). Relaxation then gives \(-[(g-eF)n+eF]^2/(2K)\), whose second difference replaces \(g\) by \(g-eF\):

\[
U_{\rm eff}(F)=U-\frac{(g-eF)^2}{K}.
\]

At 5 MV/cm, \(eF=0.5\) eV/nm, and the result is \(-0.26\) or \(-0.34\) eV according to the field direction. Local-field corrections are left out.

**Hybridization.** Couple the level by \(V=0.3\) eV to one filled orbital at the valence edge and one empty orbital at the conduction edge. To second order each allowed hop lowers the energy by \(V^2\) over its cost. \(D^+\) can accept either of two valence electrons at a cost of 3.1 eV. \(D^-\) can give up either of its electrons at 3.0 eV. \(D^0\) can give up its electron at 2.7 eV or accept one at 2.8 eV. The shift is

\[
V^2\left(-\frac{2}{3.1}-\frac{2}{3.0}+\frac{2}{2.7}+\frac{2}{2.8}\right)
\approx+0.013\ \text{eV}.
\]

Diagonalizing this three-orbital model gives \(-0.287\) eV, in agreement. The effect is small because the charged and neutral states are lowered by similar amounts. Full band continua are not included.

**Neighbouring charges.** At a defect density of \(10^{18}\) cm⁻³ the typical spacing, taken as the inverse cube root of the density, is 10 nm. With relative permittivity 7, opposite unit charges at that distance attract by 0.02 eV, which slightly favours the charged pair.

## Whether equilibrium is reached

The relaxed depth of \(D^-\) below the conduction edge is \(5.0-2.4=2.6\) eV. Take \(\omega/2\pi\) as the attempt frequency and let every attempt with this energy succeed. Thermal emission then has a rate of about \(10^{-31}\) s⁻¹ at 300 K and \(10^{-7}\) s⁻¹ at 673 K. This is generous, because it leaves out the penalty for the change of geometry: the energy of \(D^-\) equals that of \(D^0\) plus an electron at the conduction edge only where \(3.6-20Q=5.0\), at \(Q=-0.07\) nm, which lies \(\tfrac12\times500\times0.15^2=5.6\) eV above the relaxed \(D^-\). Even the generous rate at 673 K means a wait of nearly two months, so by this estimate a centre already in \(D^-\) does not lose its electron to the conduction band within hours of processing, let alone at room temperature. A neutral centre is shallower, at \(5.0-2.7=2.3\) eV. The same estimate gives it a wait of about 7 hours at 673 K, again without the penalty for the change of geometry. That penalty is large here too: the crossing is at \(3.1-20Q=5.0\), or \(Q=-0.095\) nm, which lies \(\tfrac12\times500\times0.135^2=4.6\) eV above the relaxed \(D^0\). Weighting the emission by the thermal vibrational overlaps of the displaced oscillators lowers the rate at 673 K by about sixteen orders of magnitude. Within the harmonic model, emission from \(D^0\) is therefore negligible as well, though displacements this large lie outside the range where one spring can be trusted.

A field opens a tunnelling path. For a triangular barrier of height \(\phi\) and electron mass \(m_t\), the exponent is

\[
\frac{2\sqrt{2m_t}}{\hbar}\int_0^{\phi/eF}\!\sqrt{\phi-eFx}\,dx
=\frac{4\sqrt{2m_t}\,\phi^{3/2}}{3\hbar eF}.
\]

At the frozen \(D^-\) geometry the depth is \(\phi=5.0-(3.6-1.6)=3.0\) eV. With half the free-electron mass and 5 MV/cm the exponent is 50. Vibration toward smaller \(Q\) makes the level shallower at the price of a less probable geometry; the best compromise at 300 K lowers the total exponent to 44 and gives a rate near \(10^{-6}\) s⁻¹ if \(\omega/2\pi\) is again taken as the prefactor. An electronic prefactor of order \(eF/\sqrt{2m_t\phi}\approx10^{14}\) s⁻¹ raises this to about \(10^{-5}\) s⁻¹. The tunnelling rate is only a rough guide, since a change of 10% in its exponent alters it by a factor of about 80. Exchange of electrons with the valence band, capture of injected carriers and transfer between defects also change the charge state; they may be faster and are not calculated here.

## Beside the real material

The silicon dangling bond is an established charge trap in silicon nitride, and a negative relaxed repulsion is one proposed description of it. The assumed field of 5 MV/cm belongs to stress testing rather than ordinary interconnect operation. Real films break the assumption of one harmonic spring shared by all charge states and sites. For the parameters here, a 10% stiffness change per electron, with the forces at \(Q=0\) held fixed, moves \(U_{\rm eff}\) by 0.2 to 0.3 eV, which is comparable with its own size, and site-to-site disorder in \(g\), \(K\) and \(U\) adds a spread that has not been calculated. The model shows that the assumed parameters give \(-0.3\) eV; it does not show that a silicon dangling bond has these parameters, and it does not establish the sign for a given film. That requires relaxed total energies of all three charge states, in which the stiffness and anharmonicity are not assumed. The remaining digits are in the numerical output below.

## Computed values

```
Rough model: Si dangling bond in silicon nitride
Frozen repulsion U: 0.5000 eV
Coupling g: 20.0 eV/nm
Stiffness K: 500.0 eV/nm^2
Level eps above valence edge: 3.1000 eV
Band gap: 5.0000 eV
Mode mass: 28.0 u
Phonon quantum: 27.32 meV
Critical coupling sqrt(U K): 15.81 eV/nm
Relaxation term g^2/K: 0.8000 eV
Relaxed repulsion, classical: -0.3000 eV
Relaxed repulsion, quantum: -0.3000 eV
D+: Q = -0.0000 nm, relaxed E = 0.0000 eV
D0: Q = 0.0400 nm, relaxed E = 2.7000 eV
D-: Q = 0.0800 nm, relaxed E = 5.1000 eV
Level (+/0): 2.7000 eV
Level (0/-): 2.4000 eV
Level (+/-): 2.5500 eV
Contrast coupling: 12.247 eV/nm
Contrast neutral window from scan: 0.200 eV
Vertical cost of D0 pair transfer: 0.5000 eV
Classical D0 pair transfer barrier: 0.0781 eV
Vertical depth of D- below conduction edge: 3.0000 eV
Relaxed depth of D- below conduction edge: 2.6000 eV
Maximum neutral fraction, 300 K: 0.301 %
Maximum neutral fraction, 673 K: 7.00 %
U_eff, K softer 10% per electron: -0.6112 eV
U_eff, K stiffer 10% per electron: -0.1061 eV
Zero-point part, softer: -0.040 meV
Zero-point part, stiffer: -0.030 meV
U_eff, cubic term -10% at D-: -0.4678 eV
U_eff, cubic term +10% at D-: -0.2040 eV
Field magnitude: 5.0 MV/cm
U_eff, field toward negative Q: -0.3405 eV
U_eff, field toward positive Q: -0.2605 eV
Hybridization matrix element: 0.3000 eV
U_eff with hybridization: -0.2874 eV
Relative permittivity: 7.0 (dimensionless)
Defect density: 1.0e+18 cm^-3
Mean defect spacing: 10.00 nm
Charged-pair attraction magnitude: 0.0206 eV
Tunnelling mass: 0.50 electron masses
Tunnelling exponent at fixed D- geometry: 50.20 (dimensionless)
Least exponent with vibration, 300 K: 43.72 (dimensionless)
log10 tunnelling rate / s^-1, 300 K: -6.2 (dimensionless)
log10 emission rate / s^-1, 300 K: -30.9 (dimensionless)
log10 emission rate / s^-1, 673 K: -6.7 (dimensionless)
```
